# Why full Schottky lowering overestimates Fowler–Nordheim tunnelling: a program that tests the result

```python
"""Image force in Fowler-Nordheim and thermal-field emission.

Result under test: for U(x) = phi - F x - K/x the WKB exponent is B v(y),
y = Delta/phi, Delta = 2 sqrt(K F), and (1-y)^(3/2) < v(y) < 1.
Subtracting all of Delta from a triangular barrier overestimates tunnelling.
phi: barrier (eV); F: field times charge (eV/nm); K: image constant (eV nm);
B: exponent of the triangle without image force; W: normal energy from the
Fermi level (eV); d: energy scale on which the transmission grows (eV).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq
from scipy.special import ellipe, ellipkm1, digamma

phi, mass_ratio, eps_opt, eps_static = 2.0, 0.2, 4.0, 20.0
field, thickness, temperature = 0.4, 10.0, 300.0
gap, phonon_energy, breakdown = 5.7, 0.07, 0.5
attempt_rate, band_depth, near_distance = 1e13, 5.0, 0.2
mass = mass_ratio * sc.m_e
kap = np.sqrt(2 * mass * sc.e) / sc.hbar * 1e-9   # 1/(nm sqrt(eV))
kB = sc.k / sc.e
supply_const = sc.e**3 * mass / (2 * np.pi**2 * sc.hbar**3) / 1e4  # A/cm2/eV2


def image_constant(eps):
    return sc.e / (16 * np.pi * sc.epsilon_0 * eps) * 1e9


def schottky(F, eps=eps_opt):
    return 2 * np.sqrt(image_constant(eps) * F)


def elliptic_vt(y):
    """Elliptic forms of the exponent factor v and the slope factor t."""
    y = np.minimum(y, 1.0)
    u2 = (1 + np.sqrt(1 - y**2)) / 2
    u1 = y**2 / (4 * u2)
    e_int, k_int = ellipe(1 - u1 / u2), ellipkm1(u1 / u2)
    return np.sqrt(u2) * (e_int - 2 * u1 * k_int), np.sqrt(u2) * e_int


def action(U, a, b, band_gap=np.inf):
    """Twice the integral of the decay constant from a to b."""
    mid, half = (a + b) / 2, (b - a) / 2

    def integrand(theta):
        u = max(U(mid - half * np.cos(theta)), 0.0)
        return np.sqrt(u * (1 - u / band_gap)) * half * np.sin(theta)
    return 2 * kap * quad(integrand, 0, np.pi, epsabs=1e-11,
                          epsrel=1e-10, limit=300)[0]


def image_barrier(height, F, K):
    return lambda x: height - F * x - K / x


def turning_points(U, x_top, far):
    return brentq(U, 1e-5, x_top, xtol=1e-13), brentq(U, x_top, far, xtol=1e-13)


K = image_constant(eps_opt)
delta = schottky(field)
y0 = delta / phi
x_top = np.sqrt(K / field)
U_img = image_barrier(phi, field, K)
x1, x2 = turning_points(U_img, x_top, phi / field)
G_img = action(U_img, x1, x2)
G_none = action(lambda x: phi - field * x, 0, phi / field)
U_full = lambda x: phi - delta - field * x
G_full = action(U_full, 0, (phi - delta) / field)
B = 4 * kap * phi**1.5 / (3 * field)
v0, t0 = elliptic_vt(y0)

# Barrier maximum, triangular exponents and elliptic result against quadrature.
grid = np.linspace(x1, x2, 200001)
assert abs(np.max(U_img(grid)) - (phi - delta)) < 1e-7
assert abs(G_none / B - 1) < 1e-7
assert abs(G_full / (B * (1 - y0)**1.5) - 1) < 1e-7
assert abs(G_img / (B * v0) - 1) < 1e-7

# Geometric proof: the shifted triangle lies below the image barrier.
right = np.linspace(x_top * 1.001, x2, 2000)
excess = U_img(right) - (phi - delta - field * (right - x_top))
assert np.all(excess > 0)
assert np.allclose(excess, field * x_top * (right - x_top) / right, atol=1e-12)

# Ordering over the whole range of y, with v from direct quadrature.
for y in (0.02, 0.05, 0.1, 0.3, 0.5, 0.7, 0.9, 0.98):
    root = np.sqrt(1 - y * y)
    U_unit = image_barrier(1.0, 1.0, y * y / 4)
    upper = (1 + root) / 2
    v_num = action(U_unit, y * y / (4 * upper), upper) * 3 / (4 * kap)
    assert abs(v_num - elliptic_vt(y)[0]) < 1e-7
    assert (1 - y)**1.5 < v_num < 1
    if y <= 0.05:   # the next term is of order y^4 ln(1/y)
        small = 1 - 0.375 * y**2 * (np.log(8 / y) + 0.5)
        assert abs(v_num - small) < 3 * y**4

# Energy slope of the exponent by finite differences of the WKB integral.
step = 1e-3
G_shift = []
for height in (phi - step, phi + step):
    U = image_barrier(height, field, K)
    G_shift.append(action(U, *turning_points(U, x_top, height / field)))
slope = (G_shift[1] - G_shift[0]) / (2 * step)
d_scale = field / (2 * kap * np.sqrt(phi) * t0)
assert abs(slope * d_scale - 1) < 1e-4


def current(F, T, model):
    """Current density (A/cm2) from the energy integral."""
    low, kT = schottky(F), kB * T
    top = phi if model == "none" else phi - low
    W = np.linspace(top - 3.5, top, 40001)
    height = phi - W
    if model == "image":
        shape = height**1.5 * elliptic_vt(low / height)[0]
    elif model == "full":
        shape = np.maximum(height - low, 0)**1.5
    else:
        shape = np.maximum(height, 0)**1.5
    D = np.exp(-4 * kap / (3 * F) * shape)
    below = simpson(D * kT * np.logaddexp(0, -W / kT), x=W)
    return supply_const * (below + kT**2 * np.exp(-top / kT))


J = {name: current(field, temperature, name) for name in ("none", "image", "full")}
p = kB * temperature / d_scale
thermal_factor = np.pi * p / np.sin(np.pi * p)
J_formula = supply_const * d_scale**2 * np.exp(-G_img) * thermal_factor
# The formula drops the curvature of G(W), worth several per cent here.
assert abs(J_formula / J["image"] - 1) < 0.10
assert J["none"] < J["image"] < J["full"]
J_hot = {name: current(field, 400.0, name) for name in ("image", "full")}
J_over = supply_const * (kB * temperature)**2 * np.exp(-(phi - delta) / (kB * temperature))
hot_ratio = current(0.01, 600.0, "full") / current(0.01, 600.0, "image")
assert 1 < hot_ratio < 1.5 < J["full"] / J["image"]


def wave_transmission(U, left, far=20.0):
    """Transmission from the Schroedinger equation, integrated backwards."""
    k_far = kap * np.sqrt(-U(far))
    start = [1 + 0j, 1j * k_far - field / (4 * -U(far))]
    sol = solve_ivp(lambda x, s: [s[1], kap**2 * U(x) * s[0]], (far, left),
                    start, method="DOP853", rtol=1e-9, atol=1e-11)
    assert sol.success
    psi, dpsi = sol.y[:, -1]
    k_left = kap * np.sqrt(band_depth)
    incident = (psi + dpsi / (1j * k_left)) / 2
    return k_far / (k_left * abs(incident)**2)


x_clip = brentq(lambda x: U_img(x) + band_depth, 1e-5, x1)
T_img = wave_transmission(U_img, x_clip)
T_full = wave_transmission(U_full, 0.0)
T_none = wave_transmission(lambda x: phi - field * x, 0.0)
prefactor = 4 * np.sqrt(band_depth * phi) / (band_depth + phi)
# Corrections to the asymptotic triangle formula are of order 1/G.
assert abs(T_none / (prefactor * np.exp(-G_none)) - 1) < 0.08
wkb_ratio = np.exp(G_img - G_full)
# WKB omits the reflection prefactors, which are of order one.
assert 0.5 < (T_full / T_img) / wkb_ratio < 2
assert T_none < T_img < T_full


# Sizes of neglected effects.
def two_plate(x):
    z = x / thickness
    return phi - field * x + K / thickness * (digamma(z) + digamma(1 - z) + 2 * np.euler_gamma)


n = np.arange(1, 20001)
x_test = 3.0
series = np.sum(n * thickness / ((n * thickness)**2 - x_test**2) - 1 / (n * thickness))
direct = phi - field * x_test - 2 * K * (1 / (2 * x_test) + series)
assert abs(two_plate(x_test) - direct) < 1e-8
G_two = action(two_plate, *turning_points(two_plate, x_top, 8.0))
y_static = schottky(field, eps_static) / phi
G_static = B * elliptic_vt(y_static)[0]
static_ratio = np.exp(G_static - B * (1 - y_static)**1.5)
G_img_gap = action(U_img, x1, x2, gap)
G_full_gap = action(U_full, 0, (phi - delta) / field, gap)
G_near = action(U_img, x1, near_distance)
traversal = sc.hbar / sc.e * slope / 2 * 1e15
lattice_phase = phonon_energy * sc.e / sc.hbar * traversal * 1e-15
trap_density = 2 * J["image"] / (sc.e * attempt_rate * np.exp(-G_img / 2))
phi_eff = phi * v0**(2 / 3)
assert G_two < G_img and G_static > G_img and G_full_gap < G_img_gap

print(f"barrier {phi:.2f} eV; mass {mass_ratio:.2f} m0; film {thickness:.1f} nm")
print(f"field {field*10:.1f} MV/cm; temperature {temperature:.0f} K")
print(f"relative permittivity: optical {eps_opt:.1f}, static {eps_static:.1f}")
print(f"image constant K {K:.4f} eV nm")
print(f"Schottky lowering {delta:.4f} eV; y {y0:.4f}")
print(f"barrier top {phi-delta:.4f} eV at {x_top:.4f} nm")
print(f"turning points {x1:.4f} and {x2:.4f} nm")
print(f"v(y) {v0:.5f}; (1-y)^(3/2) {(1-y0)**1.5:.5f}; t(y) {t0:.5f}")
print(f"small-y estimate of v {1-0.375*y0**2*(np.log(8/y0)+0.5):.5f}")
print(f"exponent, no image force {G_none:.3f}")
print(f"exponent, exact WKB integral {G_img:.3f}")
print(f"exponent, full subtraction {G_full:.3f}")
print(f"transmission, no image force {np.exp(-G_none):.3e}")
print(f"transmission, exact WKB integral {np.exp(-G_img):.3e}")
print(f"transmission, full subtraction {np.exp(-G_full):.3e}")
print(f"WKB overestimate by full subtraction: factor {wkb_ratio:.1f}")
print(f"WKB underestimate without image force: factor {np.exp(G_none-G_img):.2f}")
print(f"equivalent triangular barrier {phi_eff:.4f} eV")
print(f"equivalent lowering {phi-phi_eff:.4f} eV")
print(f"equivalent lowering / Schottky lowering {(phi-phi_eff)/delta:.3f}")
for F in (0.3, 0.4, 0.5):
    y = schottky(F) / phi
    v = elliptic_vt(y)[0]
    ratio = np.exp(4 * kap * phi**1.5 / (3 * F) * (v - (1 - y)**1.5))
    print(f"F {F*10:.0f} MV/cm: y {y:.4f}, v {v:.4f}, wrong {(1-y)**1.5:.4f}, factor {ratio:.1f}")
print(f"electrode band depth in wave test {band_depth:.1f} eV")
print(f"wave transmission, no image force {T_none:.3e}")
print(f"wave transmission, image barrier {T_img:.3e}")
print(f"wave transmission, full subtraction {T_full:.3e}")
print(f"wave-equation overestimate: factor {T_full/T_img:.1f}")
print(f"energy scale d {d_scale:.5f} eV; p {p:.4f}")
print(f"thermal-field factor at 300 K {thermal_factor:.3f}")
print(f"current, no image force, 300 K {J['none']:.3e} A/cm2")
print(f"current, image barrier, 300 K {J['image']:.3e} A/cm2")
print(f"current, thermal-field formula, 300 K {J_formula:.3e} A/cm2")
print(f"current, full subtraction, 300 K {J['full']:.3e} A/cm2")
print(f"current overestimate at 300 K: factor {J['full']/J['image']:.1f}")
print(f"current, image barrier, 400 K {J_hot['image']:.3e} A/cm2")
print(f"current overestimate at 400 K: factor {J_hot['full']/J_hot['image']:.1f}")
print(f"over-barrier current at 300 K {J_over:.3e} A/cm2")
print(f"thick film, 0.1 MV/cm, 600 K: overestimate factor {hot_ratio:.3f}")
print(f"two-electrode image exponent {G_two:.3f}; current factor {np.exp(G_img-G_two):.2f}")
print(f"static-permittivity exponent {G_static:.3f}; overestimate factor {static_ratio:.1f}")
print(f"traversal time {traversal:.2f} fs; lattice phase {lattice_phase:.2f} rad")
print(f"rough phonon energy used {phonon_energy:.2f} eV")
print(f"two-band gap {gap:.1f} eV; image exponent {G_img_gap:.3f}")
print(f"two-band full-subtraction exponent {G_full_gap:.3f}")
print(f"two-band overestimate: factor {np.exp(G_img_gap-G_full_gap):.1f}")
print(f"exponent from within {near_distance:.1f} nm of metal {G_near:.3f}")
print(f"field / rough breakdown field of {breakdown*10:.0f} MV/cm: {field/breakdown:.2f}")
print(f"trap attempt rate assumed {attempt_rate:.1e} 1/s")
print(f"trap density for equal two-hop current {trap_density:.2e} 1/cm2")
print("tests ok")
```

Running it gives:

```
barrier 2.00 eV; mass 0.20 m0; film 10.0 nm
field 4.0 MV/cm; temperature 300 K
relative permittivity: optical 4.0, static 20.0
image constant K 0.0900 eV nm
Schottky lowering 0.3795 eV; y 0.1897
barrier top 1.6205 eV at 0.4743 nm
turning points 0.0454 and 4.9546 nm
v(y) 0.94263; (1-y)^(3/2) 0.72936; t(y) 1.01024
small-y estimate of v 0.94274
exponent, no image force 21.601
exponent, exact WKB integral 20.362
exponent, full subtraction 15.755
transmission, no image force 4.157e-10
transmission, exact WKB integral 1.435e-09
transmission, full subtraction 1.438e-07
WKB overestimate by full subtraction: factor 100.2
WKB underestimate without image force: factor 3.45
equivalent triangular barrier 1.9228 eV
equivalent lowering 0.0772 eV
equivalent lowering / Schottky lowering 0.204
F 3 MV/cm: y 0.1643, v 0.9555, wrong 0.7639, factor 249.1
F 4 MV/cm: y 0.1897, v 0.9426, wrong 0.7294, factor 100.2
F 5 MV/cm: y 0.2121, v 0.9301, wrong 0.6993, factor 54.0
electrode band depth in wave test 5.0 eV
wave transmission, no image force 7.478e-10
wave transmission, image barrier 2.060e-09
wave transmission, full subtraction 2.453e-07
wave-equation overestimate: factor 119.1
energy scale d 0.06110 eV; p 0.4231
thermal-field factor at 300 K 1.369
current, no image force, 300 K 6.740e-03 A/cm2
current, image barrier, 300 K 2.299e-02 A/cm2
current, thermal-field formula, 300 K 2.374e-02 A/cm2
current, full subtraction, 300 K 2.671e+00 A/cm2
current overestimate at 300 K: factor 116.2
current, image barrier, 400 K 3.036e-02 A/cm2
current overestimate at 400 K: factor 109.0
over-barrier current at 300 K 1.292e-21 A/cm2
thick film, 0.1 MV/cm, 600 K: overestimate factor 1.301
two-electrode image exponent 20.307; current factor 1.06
static-permittivity exponent 21.307; overestimate factor 11.0
traversal time 5.39 fs; lattice phase 0.57 rad
rough phonon energy used 0.07 eV
two-band gap 5.7 eV; image exponent 18.310
two-band full-subtraction exponent 14.334
two-band overestimate: factor 53.3
exponent from within 0.2 nm of metal 0.723
field / rough breakdown field of 5 MV/cm: 0.80
trap attempt rate assumed 1.0e+13 1/s
trap density for equal two-hop current 7.58e+08 1/cm2
tests ok
```
